\section*{Fine-structure lines of O2 near 60 GHz and at 118.75 GHz}

\section{Problem}

The electronic ground state of O$_2$ is a $^3\Sigma_g^-$ state with spin $S=1$. Both nuclei are $^{16}$O, which has no nuclear spin, so there is no hyperfine structure. Let $\mathbf n$ be the unit vector along the molecular axis, $\mathbf J$ the total angular momentum and $\mathbf N=\mathbf J-\mathbf S$ the rotational one, all in units of $\hbar$. In the lowest vibrational level take
\begin{equation}
H=B\mathbf N^2+2\lambda\left[(\mathbf n\cdot\mathbf S)^2-\tfrac23\right]+\gamma\,\mathbf N\cdot\mathbf S ,
\label{H}
\end{equation}
with $B=1.438$, $\lambda=1.985$ and $\gamma=-0.0084$ cm$^{-1}$. These are inputs of the model, chosen to resemble O$_2$, for which $B$ is about 1.4 and $\lambda$ about 2.0 cm$^{-1}$. Here $\lambda$ is the zero-field splitting parameter and $\gamma$ the spin-rotation constant. Centrifugal distortion is left out.

\begin{enumerate}
\item Which $N$ occur, and which transitions can the spin magnetic moment drive within one $N$?
\item Find the energy levels and the frequencies of these transitions.
\item Oxygen absorbs in a band of many lines around 60 GHz and in one separate line near 120 GHz. Identify the separate line, and explain why it is alone and why the others crowd together.
\item How is the absorption at 300 K shared between the band and the separate line?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Exchange the nuclei by turning the whole molecule through $\pi$ about an axis perpendicular to $\mathbf n$, then turning the electrons alone back.
\item Since $\mathbf N\cdot\mathbf n=0$, the projections of $\mathbf J$ and $\mathbf S$ on the axis are equal. Use states with a definite projection $\Sigma$. The known eigenvalues of $\mathbf N^2$ supply the off-diagonal element.
\item Count the states with $J=0$ before using a formula with a square root.
\item For the explanation, return to states of definite $N$ and ask how large $\langle(\mathbf n\cdot\mathbf S)^2\rangle$ is in each level.
\item For the line strengths, use $\mathbf S^2=2$ and the projection of $\mathbf S$ on $\mathbf J$.
\end{enumerate}

\section{Solution}

\subsection{Allowed levels and transitions}

Turning the whole molecule through $\pi$ multiplies the rotational function by $(-1)^N$. Turning the electrons back acts on their orbital function as inversion times a reflection in a plane containing the axis. For $\Sigma_g^-$ these give $+1$ and $-1$. Exchange of the nuclei therefore gives $-(-1)^N$. Nuclei of spin zero are bosons, so this factor must be $+1$, and $N$ is odd.

Inversion symmetry excludes a permanent electric dipole moment. The spin magnetic moment is proportional to $\mathbf S$; the much smaller rotational moment is neglected. As $\mathbf S$ is a vector operator that commutes with $\mathbf N^2$, it connects equal $N$ and $\Delta J=0,\pm1$. Each $N$ has levels $J=N-1,N,N+1$. The outer two differ by two units of $J$, so the lines join $J=N$ to $J=N+1$ and to $J=N-1$.

\subsection{The energy matrix}

Write $x=J(J+1)$ and take first $J\ge1$. For given $J$ and $M_J$ there are three states, $\Sigma=0,\pm1$. From $\mathbf N=\mathbf J-\mathbf S$ and $\mathbf S^2=2$,
\begin{equation}
\mathbf N^2=x+2-2\,\mathbf J\cdot\mathbf S,\qquad
\mathbf N\cdot\mathbf S=\mathbf J\cdot\mathbf S-2 .
\end{equation}
The axial components contribute $\Sigma^2$ to $\mathbf J\cdot\mathbf S$. The perpendicular components change $\Sigma$ by one unit, so they have no diagonal elements and do not join $\Sigma=1$ to $\Sigma=-1$.

The state $|0\rangle$ is thus coupled to one combination of $\Sigma=\pm1$, called $|1\rangle$. The orthogonal combination $|1'\rangle$ is uncoupled. It has $\mathbf J\cdot\mathbf S=1$ and $\mathbf N^2=x$, so it is the level $J=N$:
\begin{equation}
E(N,J{=}N)=BN(N+1)+\tfrac23\lambda-\gamma .
\label{middle}
\end{equation}

The remaining states must have $N=J+1$ and $N=J-1$. In the basis $|0\rangle,|1\rangle$ the diagonal elements of $\mathbf N^2$ are $x+2$ and $x$. If the off-diagonal element is $c_J$, the determinant requires
\begin{align}
x(x+2)-c_J^2&=(J+1)(J+2)\,J(J-1)\nonumber\\
&=x(x-2),
\end{align}
because $(J+2)(J-1)=x-2$. Hence $c_J^2=4x$. The phase of $|1\rangle$ is free; choose $c_J=-2\sqrt x$. Then $\mathbf J\cdot\mathbf S$, and with it $\mathbf N\cdot\mathbf S$, has off-diagonal element $+\sqrt x$. With $b=B-\gamma/2$,
\begin{align}
H_{00}&=B(x+2)-\tfrac43\lambda-2\gamma,\nonumber\\
H_{11}&=Bx+\tfrac23\lambda-\gamma,\\
H_{01}&=-2B\sqrt x+\gamma\sqrt x=-2b\sqrt x .\nonumber
\end{align}
The mean of the diagonal elements is $B(x+1)-\lambda/3-3\gamma/2$, and half their difference is $(H_{00}-H_{11})/2=b-\lambda$. Therefore
\begin{align}
E_\pm(J)&=B(x+1)-\tfrac13\lambda-\tfrac32\gamma\pm R(J),\label{Epm}\\
R(J)&=\sqrt{(b-\lambda)^2+4b^2J(J+1)}\qquad(J\ge1).\label{R}
\end{align}
At $\lambda=\gamma=0$ the upper sign belongs to $N=J+1$ and the lower to $N=J-1$. Since $R$ does not vanish for $b>0$, the labels can be followed to the actual constants.

For $J=0$ the axial projection must vanish, and $|0\rangle$ is the single state. Its energy is $H_{00}$ at $x=0$, which is $2B-\frac43\lambda-2\gamma$. Equation (\ref{Epm}) with the upper sign reproduces it if
\begin{equation}
R(0)=b-\lambda ,
\label{R0}
\end{equation}
sign included. Here $b=1.4422$ cm$^{-1}$ and $R(0)=-0.5428$ cm$^{-1}$, so the positive root would be wrong. For $\lambda<b$ the two would agree.

\subsection{The line frequencies}

Let $\nu_+(N)$ be the line with lower level $J=N+1$, and $\nu_-(N)$ the line with lower level $J=N-1$. Frequencies are first written in cm$^{-1}$. For $\nu_+$ subtract $E_-(N+1)$ from (\ref{middle}). The coefficient of $B$ is
\[
N(N+1)-(N+1)(N+2)-1=-(2N+3).
\]
For $\nu_-$ subtract $E_+(N-1)$; the coefficient is
\[
N(N+1)-N(N-1)-1=2N-1.
\]
In both cases the other constants give $\frac23\lambda+\frac13\lambda=\lambda$ and $-\gamma+\frac32\gamma=\frac12\gamma$. Thus
\begin{align}
\nu_+(N)&=\lambda+\tfrac12\gamma-B(2N+3)+R(N+1),\label{nup}\\
\nu_-(N)&=\lambda+\tfrac12\gamma+B(2N-1)-R(N-1).\label{num}
\end{align}
For $N=1$ the second formula needs (\ref{R0}):
\begin{equation}
\nu_-(1)=\lambda+\tfrac12\gamma+B-\left(B-\tfrac12\gamma-\lambda\right)=2\lambda+\gamma .
\label{iso}
\end{equation}
The rotational constant has cancelled. The positive root would have given $2B$, or 86.22 GHz.

Numerically, with 1 cm$^{-1}$ equal to 29.9792 GHz,
\[
\nu_-(1)=2(1.985)-0.0084=3.9616\ \mathrm{cm}^{-1}=118.77\ \mathrm{GHz}.
\]
This is the separate line. Changing each constant by half a unit in its last given digit can move it by 0.03 GHz. The digits quoted here and below are those of the model with the given constants, not predictions of that accuracy for the real molecule.

The level $J=2$ enters two further lines. Its root is
\[
R(2)=\sqrt{(-0.5428)^2+24(1.4422)^2}=7.0861\ \mathrm{cm}^{-1},
\]
and therefore
\begin{align*}
\nu_+(1)&=1.985-0.0042-7.190+7.0861\\
&=1.8769\ \mathrm{cm}^{-1}=56.27\ \mathrm{GHz},\\
\nu_-(3)&=1.985-0.0042+7.190-7.0861\\
&=2.0847\ \mathrm{cm}^{-1}=62.50\ \mathrm{GHz}.
\end{align*}
Some of the lines, in GHz, are
\begin{center}
\begin{tabular}{rrr}
$N$ & $\nu_+$ & $\nu_-$\\
1 & 56.27 & 118.77\\
3 & 58.45 & 62.50\\
5 & 59.59 & 60.32\\
7 & 60.43 & 59.18\\
9 & 61.14 & 58.34\\
25 & 65.71 & 53.59
\end{tabular}
\end{center}
The numerical output after the text lists every odd $N$ up to 25. Apart from $\nu_-(1)$, these 25 lines lie between 53.59 and 65.71 GHz.

\subsection{Why one line stands alone}

In states of definite $N$ and $J$, the first-order effect of $\lambda$ is $2\lambda[\langle(\mathbf n\cdot\mathbf S)^2\rangle-\frac23]$. It must equal the term linear in $\lambda$ of (\ref{Epm}) at $\gamma=0$. There $R=B(2J+1)$ and $dR/d\lambda=-1/(2J+1)$ at $\lambda=0$, so
\begin{equation}
2\left[\langle(\mathbf n\cdot\mathbf S)^2\rangle-\tfrac23\right]=-\tfrac13\mp\frac1{2J+1},
\end{equation}
with the upper sign for $N=J+1$. Solving, and using $|1'\rangle$ for $J=N$,
\begin{equation}
\langle(\mathbf n\cdot\mathbf S)^2\rangle=
\begin{cases}
(N+2)/(2N+3), & J=N+1,\\
1, & J=N,\\
(N-1)/(2N-1), & J=N-1.
\end{cases}
\label{proj}
\end{equation}
The spin-rotation term is diagonal in this basis. From $\mathbf N\cdot\mathbf S=\frac12[J(J+1)-N(N+1)-2]$ its values are $N$, $-1$ and $-(N+1)$, in the same order.

What remains is the mixing of $N=J-1$ with $N=J+1$ by $\lambda$. Half the difference of their diagonal energies is
\begin{equation}
h(J)=b(2J+1)-\frac{\lambda}{2J+1}.
\end{equation}
The first term collects $B$ and $\gamma$; the second comes from (\ref{proj}). Mixing pushes the upper level up and the lower one down by $\delta(J)=R(J)-h(J)$. Hence
\begin{align}
\nu_+(N)&=\frac{2\lambda(N+1)}{2N+3}-\gamma(N+1)+\delta(N+1),\label{partp}\\
\nu_-(N)&=\frac{2\lambda N}{2N-1}+\gamma N-\delta(N-1).\label{partm}
\end{align}
For $J=0$ there is no mixing partner, and indeed $h(0)=b-\lambda=R(0)$ gives $\delta(0)=0$.

In the level $N=1$, $J=0$ the spin has zero projection on the axis, whereas in $J=N$ its squared projection is one. The line measures the full zero-field splitting $2\lambda$, with a small correction $\gamma$:
\[
119.02-0.25=118.77\ \mathrm{GHz}.
\]
At large $N$ the outer levels have a mean squared projection near $\frac12$. Half of $2\lambda$ is left, and $\lambda$ is 59.51 GHz.

The first-order factor alone does not bring all low-$N$ lines into the band. In GHz, with the terms ordered as in (\ref{partp}) and (\ref{partm}),
\begin{align*}
\nu_-(3)&:\quad 71.41-0.76-8.16\simeq62.50,\\
\nu_+(1)&:\quad 47.61+0.50+8.16=56.27,
\end{align*}
where the first sum differs in its last digit through rounding. The repulsion between the two $J=2$ levels moves both lines towards $\lambda$. The $J=0$ level has no such repulsion.

\subsection{Why the other lines form a band}

Put $a=b(2J+1)$. Expanding the square in (\ref{R}) gives
\begin{equation}
R^2=a^2-c,\qquad c=\lambda(2b-\lambda).
\end{equation}
For $c\ll a^2$, $R\simeq a-c/(2a)$. Inserting this in (\ref{nup}) and (\ref{num}), and using $b-B=-\gamma/2$,
\begin{align}
\nu_+(N)&\simeq\lambda-\gamma(N+1)-\frac{\lambda(2b-\lambda)}{2b(2N+3)},\label{asyp}\\
\nu_-(N)&\simeq\lambda+\gamma N+\frac{\lambda(2b-\lambda)}{2b(2N-1)}\quad(N\ge3).\label{asym}
\end{align}
The large rotational energies cancel, because both levels of a line belong to the same $N$. The formulas give 56.30 GHz for $\nu_+(1)$ and 62.46 GHz for $\nu_-(3)$, each about 0.03 GHz from the value of the full model. They cannot be used for $\nu_-(1)$: at $J=0$ the ratio $c/a^2$ is not small and the root has the other sign.

With $\lambda<2b$, the last terms place $\nu_+$ below $\lambda$ and $\nu_-$ above it, and they fade with $N$. The spin-rotation terms grow with $N$. As $\gamma$ is negative, they raise $\nu_+$ and lower $\nu_-$ by about 0.25 GHz per unit of $N$. The two series cross between $N=5$ and $N=7$ and then move apart.

The spacing of neighbouring lines in the band, for $N\le25$, averages 0.5 GHz and is at most 0.73 GHz. Collisional half widths in air at sea level are roughly 1 GHz, a measured order of magnitude not derived here. The lines then overlap into a continuous band; at sufficiently low pressure they separate.

\subsection{Sharing of the absorption}

Consider a lower level $J=N\pm1$ of pure $N$. Summed over its $2J+1$ states, over all final states and over the components of $\mathbf S$, the squared matrix elements give $2(2J+1)$. The part that stays within the level is $(2J+1)\langle\mathbf J\cdot\mathbf S\rangle^2/[J(J+1)]$, since there $\mathbf S$ acts as its projection on $\mathbf J$. The rest goes to $J=N$. From $\mathbf J\cdot\mathbf S=\frac12[J(J+1)+2-N(N+1)]$ one finds $J+1$ for $J=N+1$ and $-J$ for $J=N-1$, so the pure-$N$ strengths are
\begin{align}
\mathcal S_+&=(2N+3)\left[2-\frac{N+2}{N+1}\right]=\frac{N(2N+3)}{N+1},\\
\mathcal S_-&=(2N-1)\left[2-\frac{N-1}{N}\right]=\frac{(N+1)(2N-1)}{N}.
\end{align}
For $J=0$ the part within the level is zero, in agreement with $\mathcal S_-(1)=2$.

The level $J=N$ is unmixed and $\mathbf S$ conserves $N$. Mixing therefore multiplies each strength by the weight of the nominal $N$ in the lower level. For two coupled states this weight is
\begin{equation}
w(J)=\frac12\left[1+\frac{h(J)}{R(J)}\right],
\end{equation}
with $w(0)=1$ and $w(2)=0.981$. The net absorption, upward minus stimulated downward transitions, integrated over a line is proportional to
\begin{equation}
\nu\left(1-e^{-hc\nu/k_BT}\right)e^{-hcE_{\rm low}/k_BT}\,w\,\mathcal S_\pm ,
\end{equation}
where $\nu$ and $E_{\rm low}$ are in cm$^{-1}$ and $h$ and $c$ in the exponents are Planck's constant and the speed of light, not the quantities $h(J)$ and $c$ defined above.

Take the total over the lines $\nu_\pm(N)$ only, with odd $N$ up to 61 at 300 K. The lines between 50 and 70 GHz carry 94.7\,\% of this total and the separate line 5.3\,\%. All percentages here refer to this total; the lines that change $N$, which lie at higher frequencies and are treated in the last section, are not counted in it. The separate line is not weak: the strongest band line, $\nu_+(9)$, has 7.2\,\%. The band outweighs the separate line because many rotational levels are populated and nearly all their lines fall in the same interval. At high $N$ the Boltzmann factor cuts the series off; at $N=25$ the two lines together contribute 0.8\,\%.

The omitted centrifugal terms grow with $N$, so the outer lines are the less certain ones. With distortion constants of the size known for O$_2$, the lines at $N=9$ move by less than 0.01 GHz, while $\nu_+(25)$ rises by about 0.05 GHz and $\nu_-(25)$ by about 0.03 GHz. Input rounding alone can shift $\nu_+(25)$ by 0.05 GHz.

\section{Two variations}

\subsection{No spin-rotation coupling}

\emph{What would the spectrum be for $\gamma=0$?} Now $b=B$, and without expanding,
\begin{equation}
\nu_\pm=\lambda\mp(a-R)=\lambda\mp\frac{c}{a+R},
\end{equation}
which, with the signed root (\ref{R0}), includes $\nu_-(1)=2\lambda$. Here $a$ and $R$ belong to the lower level. Since $c>0$ and $a+R$ grows with $J$, both series approach $\lambda$ from opposite sides without crossing. The extreme lines of the band, which leaves out $\nu_-(1)$, are $\nu_+(1)$ and $\nu_-(3)$. They share $J=2$ and lie symmetrically about $\lambda$:
\[
c=1.985(2.876-1.985)=1.7686\ \mathrm{cm}^{-2},
\]
\[
a=7.190,\qquad R=\sqrt{51.696-1.769}=7.066\ \mathrm{cm}^{-1}.
\]
The offset is $c/(a+R)=0.124$ cm$^{-1}$, or 3.72 GHz, and the band runs from 55.79 to 63.23 GHz. The clustering is thus due to $\lambda$ and the structure of the levels, while $\gamma$ widens the band and separates lines that would otherwise pile up at $\lambda$.

\subsection{A line that changes $N$}

\emph{Can the spin moment drive $N=1$, $J=1$ to $N=3$, $J=2$?} With pure $N$ it cannot. But the upper level contains $N=1$ with weight $1-w(2)=0.019$, and this part is reached from $J=1$. The strength is
\[
0.019\,\mathcal S_+(1)=0.019\times2.5=0.048,
\]
against $0.981\times2.5=2.45$ for $\nu_+(1)$. The frequency follows from the level energies:
\[
16.5031-4.2077=12.2954\ \mathrm{cm}^{-1}=368.6\ \mathrm{GHz}.
\]
In real O$_2$ this line lies near 368.5 GHz, and the line given below at 424.9 GHz lies near 424.8 GHz; the model values are about 0.1 GHz high. It is the lowest line with $N\to N+2$ found among initial levels up to $N=21$. This second family therefore starts far above 118.77 GHz and leaves the separate line isolated. It is not negligible in absorption. The factor $\nu(1-e^{-hc\nu/k_BT})$ favours high frequencies, and other members are stronger: the line from $N=1$, $J=2$ to $N=3$, $J=2$ at 424.9 GHz has strength 0.39. In this model at 300 K the family carries about three quarters of the integrated absorption of all lines driven by the spin moment.

\section*{Calculated quantities}
\begin{verbatim}
B = 1.438, lambda = 1.985, gamma = -0.0084 cm^-1
b = B - gamma/2 = 1.4422 cm^-1; b - lambda = -0.5428 cm^-1
1 cm^-1 = 29.9792458 GHz; lambda = 59.509 GHz
level N=1 J=0: 0.2461 cm^-1
level N=1 J=1: 4.2077 cm^-1
level N=1 J=2: 2.3308 cm^-1
level N=3 J=2: 16.5031 cm^-1
level N=3 J=3: 18.5877 cm^-1
level N=3 J=4: 16.6381 cm^-1
R(2) = 7.08613 cm^-1
weight of N=1 in lower J=2 level = 0.9808
Lines in GHz; share of integrated absorption at 300 K
 N   nu_plus  share%   nu_minus  share%
 1    56.269    1.45    118.766    5.28
 3    58.449    3.99     62.497    4.44
 5    59.591    5.89     60.317    6.00
 7    60.431    6.96     59.175    6.66
 9    61.143    7.17     58.335    6.52
11    61.788    6.65     57.623    5.77
13    62.394    5.64     56.978    4.70
15    62.976    4.43     56.371    3.54
17    63.540    3.23     55.790    2.49
19    64.093    2.20     55.226    1.63
21    64.637    1.40     54.673    1.00
23    65.174    0.84     54.129    0.58
25    65.706    0.47     53.592    0.31
Parts in GHz: first-order lambda, spin-rotation, mixing, sum
N= 1 minus:  119.018   -0.252   -0.000  118.766
N= 3 minus:   71.411   -0.755   -8.158   62.497
N= 1 plus :   47.607    0.504    8.158   56.269
N=25 plus :   58.386    6.547    0.773   65.706
N=25 minus:   60.723   -6.296   -0.836   53.592
Large-N formula: nu_plus(1), nu_minus(3) = 56.301, 62.464 GHz
Isolated line: 3.9616 cm^-1 = 118.766 GHz
False J=0 line from positive root: 86.220 GHz
Band without isolated line, N<=25: 53.592 to 65.706 GHz
Band lines: 25; mean gap 0.505 GHz, largest gap 0.726 GHz
Same band with gamma=0: 55.789 to 63.228 GHz
Absorption share of lines in 50-70 GHz: 94.72 %
Input rounding, nu_minus(1), nu_plus(1), nu_plus(25): 0.031, 0.022, 0.054 GHz
Lowest Delta N=2 line: N=1,J=1 to N=3,J=2, 368.60 GHz
\end{verbatim}
